# Cubic Landau coefficient and order of the transition in diblock melts

A melt contains $n$ identical AB diblock chains in volume $V$. Each has $N$ segments of volume $v$, a fraction $f$ of them in the A block; write $g=1-f$. The blocks are flexible, with statistical segment lengths $b_A$ and $b_B$, equal to $b$ unless stated otherwise. The melt is incompressible, so the local volume fractions obey $\phi_A+\phi_B=1$. The order parameter is $\psi=\phi_A-f$, and $\langle\cdot\rangle$ is a volume average, so $\langle\psi\rangle=0$. Fluctuations are neglected until part (g).

In mean field the chains are independent. Let $Q[J_A,J_B]$ be the average of $\exp(\int_0^f J_A\,ds+\int_f^1J_B\,ds)$ over free Gaussian paths $\mathbf r(s)$, $0\le s\le1$, with uniformly distributed starting point. The smallest entropy cost per chain of prescribed mean densities is found with Lagrange multipliers $J_A,J_B$; it is the extremum over them of $\langle J_A\phi_A+J_B\phi_B\rangle-\ln Q$. Set $J_A=p+h$ and $J_B=p-h$, both of zero mean, since constants drop out. The first term becomes $\langle p+h(2f-1+2\psi)\rangle=2\langle h\psi\rangle$. The contact energy $\chi N\langle\phi_A\phi_B\rangle$ differs from that of the disordered melt by $-\chi N\langle\psi^2\rangle$. Hence, in units of $kT$ per chain and relative to disorder,

$$F[\psi]=\operatorname*{ext}_{p,h}\{2\langle h\psi\rangle-\ln Q[p+h,p-h]\}-\chi N\langle\psi^2\rangle .$$

## (a) What does relabelling the blocks imply for $F$?

**Solution.** A Gaussian path and its reverse have the same weight. Read from the other end, the chain starts with a B block of length $g$, so

$$Q[J_A,J_B;f,b_A,b_B]=Q[J_B,J_A;g,b_B,b_A].$$

Exchanging the fields means $h\to-h$ with $p$ unchanged. The term $2\langle h\psi\rangle$ is preserved if $\psi\to-\psi$ as well, and $\langle\psi^2\rangle$ does not change. Therefore

$$F[\psi;f,b_A,b_B]=F[-\psi;g,b_B,b_A].$$

If $f=1/2$ and $b_A=b_B$, both sides refer to the same melt and $F[\psi]=F[-\psi]$. Every odd term of the Landau expansion then vanishes, the cubic one included, for any set of wavevectors. Both conditions were used.

## (b) Where does the disordered melt lose local stability?

**Solution.** Let $x=q^2Nb^2/6$. For a Gaussian chain the average of $e^{i\mathbf q\cdot[\mathbf r(s)-\mathbf r(s')]}$ is $e^{-x|s-s'|}$. To second order $\ln Q=\frac12\sum_{\mathbf q}\sum_{ij}S_{ij}J_i(\mathbf q)J_j(-\mathbf q)$, with

$$S_{AA}=\frac{2(xf-1+e^{-xf})}{x^2},\qquad S_{AB}=u_1(f)u_1(g),\qquad u_1(l)=\frac{1-e^{-xl}}{x},$$

and $S_{BB}$ equal to $S_{AA}$ with $f\to g$. The product in $S_{AB}$ arises because the path between an A and a B segment passes the junction.

The density changes are $\psi$ for A and $-\psi$ for B. Stationarity requires $S_{AA}J_A+S_{AB}J_B=\psi$ and $S_{AB}J_A+S_{BB}J_B=-\psi$. With $\Delta=S_{AA}S_{BB}-S_{AB}^2$ the solution is $J_A=z_A\psi$, $J_B=z_B\psi$,

$$z_A=\frac{S_{BB}+S_{AB}}{\Delta},\qquad z_B=-\frac{S_{AA}+S_{AB}}{\Delta}.$$

At the extremum of a linear minus a quadratic form, half the linear term remains: $\frac12\sum|\psi_{\mathbf q}|^2(z_A-z_B)$. Thus

$$F_2=\sum_{\mathbf q}\left(\frac K2-\chi N\right)|\psi_{\mathbf q}|^2,\qquad K=z_A-z_B=\frac{S_{AA}+S_{BB}+2S_{AB}}{\Delta}.$$

For small $x$, $\Delta\to\frac23xf^2g^2$ and $K\to3/(2xf^2g^2)$: long waves would pull joined blocks apart. For large $x$, $K\to x/(2fg)$: short waves cost conformational entropy. Hence $K$ has a minimum at some finite $x^*$, with wavenumber $q^*$. The spinodal is $\chi_sN=K(x^*)/2$. Numerically, $x^*=3.785$ and $\chi_sN=10.495$ for $f=0.50$; $x^*=3.843$ and $\chi_sN=11.344$ for $f=0.40$.

## (c) Find the cubic coefficient for hexagonal and bcc order.

**Solution.** Insert the first-order fields $z_A\psi,z_B\psi$ into the braces of $F$. They differ from the true fields by $O(\psi^2)$. Because the braces are stationary, the resulting error is quadratic in this difference, hence $O(\psi^4)$. The cubic term is therefore minus the third-order part of $\ln Q$ at the first-order fields. Zero-mean fields give $Q$ no first-order term, so this part equals that of $Q$ itself.

Take waves of equal amplitude and length $q^*$, with $\langle\psi^2\rangle=a^2$. Three wavevectors contribute if they sum to zero. Between the first and second of three ordered points the path carries $\mathbf q_1$, and between the second and third $-\mathbf q_3$; both have length $q^*$, so the factor is $e^{-x(s_3-s_1)}$. The counting is as follows.

- Hexagonal: 6 vectors of amplitude $a/\sqrt6$ and 12 ordered triads, giving $w=12/6^{3/2}=\sqrt{2/3}$.
- Bcc: 12 vectors of amplitude $a/\sqrt{12}$. Each belongs to 4 ordered triads as first member, 48 in all, giving $w=48/12^{3/2}=2/\sqrt3$.
- Lamellar: no triads, so $w=0$.

Thus $F_3=Ca^3$ with $C=-wI_3$ and

$$I_3=\int_{s_1<s_2<s_3}z(s_1)z(s_2)z(s_3)\,e^{-x(s_3-s_1)},$$

where $z(s)$ is $z_A$ or $z_B$ according to the block.

If all three points lie in one block of length $l$, set $u=s_3-s_1$. The middle point has range $u$ and the first point range $l-u$, so the integral is $u_3(l)=\int_0^l u(l-u)e^{-xu}du$. With

$$u_2(l)=\int_0^lu\,e^{-xu}du=\frac{1-(1+xl)e^{-xl}}{x^2},$$
$$\int_0^lu^2e^{-xu}du=\frac{2-(2+2xl+x^2l^2)e^{-xl}}{x^3},$$

subtracting the second from $l\,u_2(l)$ gives

$$u_3(l)=\frac{xl-2+(xl+2)e^{-xl}}{x^3}.$$

For the order AAB, measure distances from the junction. The first point lies at distance $t$, the middle point has range $t$, and the factor is $u_2(f)u_1(g)$. For ABB it is $u_1(f)u_2(g)$. In total

$$I_3=z_A^3u_3(f)+z_A^2z_Bu_2(f)u_1(g)+z_Az_B^2u_1(f)u_2(g)+z_B^3u_3(g).$$

At $f=g=1/2$, $S_{AA}=S_{BB}$ gives $z_B=-z_A$. The first term cancels the fourth and the second cancels the third, so $I_3=0$, as part (a) requires.

Away from $f=1/2$ the cancellation fails:

| $f$ | 0.10 | 0.20 | 0.30 | 0.40 | 0.45 | 0.49 |
|---|---|---|---|---|---|---|
| $I_3$ | 216 | 30.4 | 9.22 | 3.14 | 1.43 | 0.279 |

At 90 evenly spaced compositions from 0.05 to 0.495, $I_3$ was positive. This is numerical evidence over that range, not a proof for every $f$. By part (a), $I_3$ changes sign under $f\to g$. The last two columns give $I_3/(\frac12-f)\approx29$ and $28$, so it crosses zero linearly.

For $f=0.40$, $I_3=3.1357$ gives $C=-0.8165\times3.1357=-2.560$ for hexagonal and $C=-1.1547\times3.1357=-3.621$ for bcc order. A numerical solution of the full self-consistent field equations, with $a$ fixed and higher harmonics free to relax, gives $-2.560$ and $-3.621$. Since $C<0$, positive $a$ is favoured: the minority A segments gather in the cylinders or spheres.

## (d) What does a nonzero cubic coefficient do to the transition?

**Solution.** At the spinodal the quadratic term vanishes for a pattern of wavenumber $q^*$, and $F=Ca^3+O(a^4)$. If $C\ne0$, a small amplitude $a_0$ of the right sign gives $F<0$, whatever the quartic term is. Keep this pattern fixed and reduce $\chi$. Since $\chi$ enters $F[\psi]$ only through $-\chi N\langle\psi^2\rangle$,

$$F(a_0;\chi)=F(a_0;\chi_s)+(\chi_sN-\chi N)\,a_0^2,$$

which remains negative over a finite interval below $\chi_s$. There $K/2-\chi N>0$ for every wave, so disorder is still a local minimum, but not the lowest state. The change of lowest state must therefore occur at some $\chi_t<\chi_s$. At $\chi_t$ the positive quadratic term dominates at small $a$ on any given lattice, so the competing state has finite amplitude: the transition is discontinuous.

For weak asymmetry the size of the jump follows from $F=\tau a^2+Ca^3+\lambda a^4$, with $\tau=\chi_sN-\chi N$ and $\lambda>0$. Coexistence requires $F=0$ and $dF/da=0$ at $a\neq0$, so $\tau+Ca+\lambda a^2$ has a double root:

$$a_t=-\frac{C}{2\lambda},\qquad \tau_t=\frac{C^2}{4\lambda}.$$

Since $C\propto\frac12-f$ near the symmetric point, the jump vanishes linearly and the lead over the spinodal quadratically.

For bcc order, take $C$ and $\lambda$ from the full field calculation at small $a$. At $f=0.48$ these formulas then give $a_t=0.0118$ and $\tau_t=0.0038$; the full field calculation gives 0.0116 and 0.0038. At $f=0.40$, with $\lambda=21.57$, they give $a_t=3.62/43.1=0.084$ and $\tau_t=13.11/86.3=0.152$, against 0.058 and 0.113 in the full calculation. The truncated expansion is then 46 % and 35 % too high relative to the full values, although the transition remains discontinuous.

In the full calculation at $f=0.40$, bcc order reaches $F=0$ at $\chi N=11.23$ and hexagonal order at 11.26, so bcc comes first of the two. The wavenumber was held at $q^*$. A free period or another lattice could only lower the free energy, so, apart from the finite plane-wave basis, the bcc value is an upper bound on the mean-field ordering point.

## (e) Is ordering continuous when $f=1/2$ and $b_A=b_B$?

**Solution.** A zero cubic term is not enough; the quartic term must be positive. Take lamellae $\psi=a\sqrt2\cos\mathbf q\cdot\mathbf r$ at $q^*$ and the fields

$$h=\eta\sqrt2\cos\mathbf q\cdot\mathbf r,\qquad p=\rho\sqrt2\cos2\mathbf q\cdot\mathbf r .$$

By part (a), $\ln Q$ is even in $h$, so $p$ first appears at order $\eta^2$, with wavevector $2\mathbf q$. A second harmonic of $\psi$ would need a coupling $a^2\psi_{2\mathbf q}$, which is odd and absent. A third harmonic has amplitude $O(a^3)$ and changes $F$ at $O(a^6)$. To fourth order in $a$,

$$\ln Q=A\eta^2+B\rho^2+D\eta^2\rho+E\eta^4.$$

Let $\epsilon(s)=+1$ on A and $-1$ on B, $\epsilon_i=\epsilon(s_i)$, and $s_{ji}=s_j-s_i$. All integrals run over ordered points. Each cosine supplies $e^{\pm i\mathbf q\cdot\mathbf r}/\sqrt2$, and the signs must close to zero. A stretch carrying $2\mathbf q$ decays with $4x$. Then

$$A=\int\epsilon_1\epsilon_2e^{-xs_{21}},\qquad B=\int e^{-4xs_{21}},$$
$$D=\frac1{\sqrt2}\int\left[\epsilon_2\epsilon_3e^{-4xs_{21}-xs_{32}}+\epsilon_1\epsilon_3e^{-xs_{31}}+\epsilon_1\epsilon_2e^{-xs_{21}-4xs_{32}}\right],$$
$$E=\int\epsilon_1\epsilon_2\epsilon_3\epsilon_4\,e^{-x(s_{21}+s_{43})}\left[1+\tfrac12e^{-4xs_{32}}\right]-\frac{A^2}{2}.$$

The three terms of $D$ have the pressure point first, middle and last. In $E$, the sign orders $+-+-$ and $+--+$ carry zero wavevector in the middle, while $++--$ carries $2\mathbf q$. With the overall sign reversal and the factor $(1/\sqrt2)^4$ they have weights $\frac12,\frac12,\frac12$. The term $-A^2/2$ comes from expanding the logarithm.

The expression to be made stationary is $2\eta a-A\eta^2-B\rho^2-D\eta^2\rho-E\eta^4$. Its $\rho$ derivative gives $\rho=-D\eta^2/(2B)$, and the two $\rho$ terms then sum to $+D^2\eta^4/(4B)$. By stationarity the leading value $\eta=a/A$ suffices for the quartic term:

$$F=\left(\frac1A-\chi N\right)a^2+\lambda a^4,\qquad \lambda=\frac{D^2/(4B)-E}{A^4}.$$

With $A=0.095285$, $B=0.061684$, $D=0.007874$ and $E=-0.000555$, $1/A=10.495$ reproduces the spinodal. The numerator is $2.51\times10^{-4}+5.55\times10^{-4}=8.06\times10^{-4}$; division by $A^4=8.24\times10^{-5}$ gives $\lambda=9.78$. The full field calculation gives 9.785.

For $\delta=\chi N-\chi_sN>0$, minimizing $-\delta a^2+\lambda a^4$ gives

$$a^2=\frac{\delta}{2\lambda},\qquad F_{\min}=-\frac{\delta^2}{4\lambda}.$$

The amplitude grows from zero as a square root, and the first derivative of $F_{\min}$ is continuous. At $\delta=0.04$ the formula gives $a=0.0452$ and the full calculation 0.0449.

Other patterns must not order first. With no cubic term, the pattern with the smallest positive $\lambda$ has the lowest $F_{\min}$. The computed values are 17.7 for hexagonal order, 27.7 for bcc, and between 14.8 and 15.9 for two equal waves crossing at 15°, 30°, 45°, 60°, 75° and 90°. All exceed 9.785. At the spinodal, $F$ was also positive at nine amplitudes per lattice, starting at $a=0.03$ and reaching 0.33 for lamellae, 0.15 for hexagonal and 0.10 for bcc order. Within these families the mean-field transition is continuous and lamellar; patterns outside them have not been excluded by proof.

## (f) Is $f=1/2$ still special if the segment lengths differ?

**Solution.** Define $b^2=b_Ab_B$. The A block then decays with $x_A=x\,b_A/b_B$ and the B block with $x_B=x\,b_B/b_A$. The formula for $I_3$ keeps its form, each $u_i(f)$ being evaluated with $x_A$ and each $u_i(g)$ with $x_B$. The cancellation at $f=1/2$ is lost because $x_A\ne x_B$: the two blocks then differ both in the size of $z$ and in the integrals $u_i$.

For $b_A/b_B=1.10$ and $f=1/2$, $I_3=0.563$, so bcc order has $C=-0.650$, confirmed by the full calculation. This compositionally symmetric melt orders discontinuously by the argument of part (d). Its cubic coefficient vanishes at $f=0.520$ instead. That zero follows from no symmetry, so other odd terms need not vanish there, and continuity would require a separate quartic calculation.

## (g) What do these results mean for a patterning copolymer?

**Solution.** Take round values $b=0.7$ nm, $v=0.15$ nm³ and $\chi=0.03+(4\ \mathrm K)/T$, in the rough regime of styrene–methacrylate diblocks used for directed self-assembly. Compare $N=270$ at $f=0.50$ with $N=290$ at $f=0.40$. The temperature at a given $\chi N$ is $T=(4\ \mathrm K)/(\chi N/N-0.03)$.

For the symmetric chain, $10.495/270=0.03887$, so mean-field ordering is continuous at $T=4/0.00887=451$ K. This assumes $b_A=b_B$. By part (f) a mismatch makes the transition weakly discontinuous: for $b_A/b_B=1.10$ the formulas of part (d) give a bcc jump $a\approx0.012$ about 0.7 K ahead of the spinodal. With $R_g=b\sqrt{N/6}=4.70$ nm, the period is $2\pi R_g/\sqrt{x^*}=15.2$ nm.

For the asymmetric chain, mean-field bcc order takes over on cooling at $4/(11.2315/290-0.03)=458$ K, while the spinodal lies at 439 K. In mean field the disordered melt could thus be undercooled by about 19 K. At the transition $a$ jumps to 0.058, a first-harmonic peak of $\sqrt{12}\,a=0.20$ in $\psi$. The barrier along $a$ is $2.5\times10^{-5}\,kT$ per chain.

The latent heat follows from $\partial F/\partial(\chi N)=-\langle\psi^2\rangle$ at the stationary state. The enthalpy per chain relative to disorder is

$$-kT^2\frac{dF}{dT}=kT^2N\langle\psi^2\rangle\frac{d\chi}{dT}=-k(4\ \mathrm K)N\langle\psi^2\rangle .$$

Dividing by the chain volume $Nv$, with $\langle\psi^2\rangle=0.00333$, gives a release of $1.2$ mJ/cm³ on ordering.

Fluctuations were neglected so far; their size can be estimated. Near $q^*$ write $K/2-\chi N=\tau+c(q-q^*)^2$. The Boltzmann weight of a wave gives $\langle|\psi_{\mathbf q}|^2\rangle=1/\{2n[\tau+c(q-q^*)^2]\}$. Summing over the shell, with $V/n=Nv$,

$$\langle\psi^2\rangle_{\rm fl}=\frac{Nv\,q^{*2}}{4\pi\sqrt{c\tau}}.$$

The quartic coupling between two crossing waves, $\gamma a_1^2a_2^2$, follows from the equal-wave coefficient $\lambda_2=(2\lambda+\gamma)/4$. The values in part (e) give $\gamma=4.0\lambda$ to $4.5\lambda$; use $4\lambda$. Self-consistently,

$$\tau_R=\tau+\lambda\frac{Nv\,q^{*2}}{\pi\sqrt{c\,\tau_R}} .$$

At the mean-field spinodal, $\tau=0$. For the symmetric chain $c=3.64R_g^2$ and $Nv/R_g^3=0.391$, so $\tau_R=[9.785\times0.391\times3.785/(\pi\sqrt{3.64})]^{2/3}=1.8$. This is the gap left at the mean-field spinodal, not the shift of the ordering point. It sets only a scale, and a rough one, since at such $\tau_R$ the shell is no longer thin. It is 16 times the mean-field lead of 0.113 found at $f=0.40$. Moreover, $\tau_R\to0$ would require $\tau\to-\infty$: in this approximation disorder never becomes locally unstable, so even the symmetric melt must order by a jump. The continuous transition is a mean-field result, approached slowly as the chains grow: at the mean-field spinodal the gap falls only as $\tau_R\propto N^{-1/3}$.

The temperatures are equally delicate. With so weak a temperature dependence, a 1 % change of $\chi$ at 451 K moves the ordering temperature by about $T^2\,\delta\chi/(4\ \mathrm K)\approx20$ K. The shift of the ordering point is larger still. With lamellae of amplitude $a$ present, the same approximation gives $\tau_R=\tau+4\lambda(a^2+\langle\psi^2\rangle_{\rm fl})$ and $dF/da=2a(\tau_R-2\lambda a^2)$. Integrating from $a=0$ and requiring equal free energies of the ordered and disordered states, one finds numerically that lamellae take over at $\tau\approx-3.7$, that is, 3.7 above the mean-field spinodal in $\chi N$. The amplitude there jumps to $a\approx0.312$, which is too large for the quartic expansion to be accurate: at the mean-field spinodal $\lambda a^4=0.093$ for this amplitude, while the full field equations give $F=0.149$. The numbers that follow are therefore rough. The symmetric chain would need $N$ of roughly 360 instead of 270 to order at 451 K. With $N=270$ it would order only near $4/(14.15/270-0.03)\approx180$ K, far below the glass transition of styrene–methacrylate blocks. This holds only if the assumed $\chi(T)$ is the bare parameter of the model. Tabulated $\chi(T)$ are fitted to data through a chosen theory, and a mean-field fit near the ordering point already absorbs part of the fluctuation shift; adding the shift again would count it twice. A $\chi$ larger by 35 % at 451 K would restore ordering there. The estimate therefore does not decide whether a real chain of this length orders: $\chi(T)$ must be used with the theory in which it was fitted, and the temperatures given above only illustrate the model. At a given temperature longer chains lie further inside the ordered region, and in a patterned film the surfaces and guiding patterns act as additional fields. The results here concern the bulk melt near its ordering limit; the numerical output lists the underlying mean-field values.

## Computed results

```
f=0.50: x* = 3.7852, spinodal chi N = 10.4949
f=0.50: chain integrals A = 0.095285, B = 0.061684
f=0.50: chain integrals D = 0.007874, E = -0.000555
f=0.50: lamellar quartic, formula = 9.7853
f=0.50: lamellar quartic, field calculation = 9.7852
f=0.50: cubic C, field calculation: hex -1.6e-10, bcc 3.9e-12
f=0.50: quartic hex = 17.685, bcc = 27.665
f=0.50: quartic of two equal waves at 15 deg = 14.794
f=0.50: quartic of two equal waves at 30 deg = 15.094
f=0.50: quartic of two equal waves at 45 deg = 15.446
f=0.50: quartic of two equal waves at 60 deg = 15.710
f=0.50: quartic of two equal waves at 75 deg = 15.841
f=0.50: quartic of two equal waves at 90 deg = 15.875
f=0.50: chi N excess 0.01: a = 0.02257, Landau 0.02260
f=0.50: chi N excess 0.04: a = 0.04494, Landau 0.04521
f=0.10: I3 = 216.1714, spinodal = 74.3314
f=0.20: I3 = 30.3857, spinodal = 24.6133
f=0.30: I3 = 9.2207, spinodal = 14.6349
f=0.40: I3 = 3.1357, spinodal = 11.3440
f=0.45: I3 = 1.4348, spinodal = 10.6978
f=0.49: I3 = 0.2791, spinodal = 10.5029
f=0.40: x* = 3.8433, z_A = 13.9312, z_B = -8.7567
f=0.40: C hex, formula = -2.5603, field calc. = -2.5603
f=0.40: C bcc, formula = -3.6208, field calc. = -3.6205
f=0.40: quartic hex = 18.019, bcc = 21.568
f=0.40: hex reaches F=0 at chi N = 11.2593, a = 0.0640
f=0.40: bcc reaches F=0 at chi N = 11.2315, a = 0.0576
f=0.40: bcc lead over spinodal = 0.1125 in chi N
f=0.40: Landau estimate of lead = 0.1519, of a = 0.0839
f=0.40: barrier at bcc transition = 2.460e-05 kT per chain
f=0.40: total <psi^2> at bcc transition = 0.00333
f=0.48: bcc lead = 0.00377, Landau 0.00381
f=0.48: bcc a = 0.01164, Landau 0.01177
Inputs: b = 0.7 nm, segment volume = 0.15 nm^3
Inputs: chi = 0.03 + 4.0 K/T, N = 270 (f=0.50), 290 (f=0.40)
N=270: R_g = 4.70 nm, lamellar period = 15.16 nm
N=270: continuous ordering at T = 451.0 K
N=290: 2 pi/q* = 15.60 nm
N=290: bcc transition at T = 458.2 K
N=290: spinodal at T = 438.7 K
N=290: latent heat = 1.227 mJ/cm^3
b_A/b_B = 1.10, f=0.50: I3 = 0.5632, C bcc = -0.6502
b_A/b_B = 1.10: cubic term vanishes at f = 0.5201
Fluctuations: curvature c = 3.6428 R_g^2, N v/R_g^3 = 0.3911
Fluctuations: peak formula / full integral = 0.9951
Fluctuations: one-loop scale at spinodal = 1.801 in chi N
```
